# Why slow pair creation near a nucleus favours fast positrons: verification in Python

```python
"""Why slow-pair spectra favour fast positrons.

Result under test: for a photon creating a pair in a bare point charge Z,
  sigma(T_e,T_p)/sigma(T_p,T_e) = exp(2 pi (eta_e-eta_p)) * rho,
eta = Z alpha/beta, with ln(rho) = O(Z alpha) near threshold.
The Born spectrum, of order Z^2, is symmetric.

Symbols: momenta p and energies E are in mc and mc^2, lengths in hbar/(mc);
zeta = Z alpha; suffix e = electron, p = positron; kappa = Dirac quantum
number; P, Q = upper and lower radial functions. A positron of energy E_p
is the absence of an electron from the state of energy -E_p.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import loggamma, jv, hankel1
from sympy import Rational
from sympy.physics.wigner import wigner_3j

ALPHA_FS = const.fine_structure
MC2 = const.m_e * const.c**2 / const.e
COMPTON = const.hbar / (const.m_e * const.c) * 1e10

# ---------- Born spectrum from explicit Dirac matrices ----------
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
DIRAC_A = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in PAULI])
DIRAC_B = np.diag([1, 1, -1, -1]).astype(complex)
ONE = np.eye(4)


def free_h(q):
    return np.einsum('ni,iab->nab', q, DIRAC_A) + DIRAC_B


def born_density(pe, pp):
    """Spin-summed, polarization-averaged squared amplitude at unit zeta."""
    ee = np.sqrt(1 + np.sum(pe**2, axis=1))
    ep = np.sqrt(1 + np.sum(pp**2, axis=1))
    kv = np.zeros_like(pe)
    kv[:, 2] = ee + ep
    qa, qb = kv - pp, pe - kv
    e3, p3 = ee[:, None, None], ep[:, None, None]
    da = (ee**2 - 1 - np.sum(qa**2, axis=1))[:, None, None]
    db = (ep**2 - 1 - np.sum(qb**2, axis=1))[:, None, None]
    ga = (e3 * ONE + free_h(qa)) / da
    gb = (-p3 * ONE + free_h(qb)) / db
    proj_e = (ONE + free_h(pe) / e3) / 2
    proj_p = (ONE - free_h(-pp) / p3) / 2
    total = 0
    for pol in (0, 1):
        op = ga @ DIRAC_A[pol] + DIRAC_A[pol] @ gb
        opd = np.conj(np.swapaxes(op, 1, 2))
        total = total + np.einsum('nab,nba->n', proj_e @ op,
                                  proj_p @ opd).real / 2
    potential = 4 * np.pi / np.sum((kv - pe - pp)**2, axis=1)
    return potential**2 * total


def born_spectrum(pe, pp, zeta, n=12):
    """d sigma/dE in units (hbar/mc)^2/(mc^2), by angular quadrature."""
    c, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * np.arange(n) / n
    ce, cp, ph = [a.ravel() for a in np.meshgrid(c, c, phi, indexing='ij')]
    weight = (w[:, None, None] * w[None, :, None] * np.ones(n)).ravel()
    weight = weight * (2 * np.pi / n) * 2 * np.pi
    se, sp = np.sqrt(1 - ce**2), np.sqrt(1 - cp**2)
    ve = pe * np.stack([se, 0 * se, ce], axis=1)
    vp = pp * np.stack([sp * np.cos(ph), sp * np.sin(ph), cp], axis=1)
    ee, ep = np.hypot(1, pe), np.hypot(1, pp)
    front = 4 * np.pi**2 * ALPHA_FS / (ee + ep) * zeta**2
    front *= pe * ee * pp * ep / (2 * np.pi)**6
    return front * np.sum(weight * born_density(ve, vp))


# ---------- all-order spectrum from Dirac-Coulomb partial waves ----------
def first_coefficients(kappa, zeta):
    g = np.sqrt(kappa**2 - zeta**2)
    if kappa < 0:
        return g, 1.0, zeta / (g - kappa)
    return g, -zeta / (g + kappa), 1.0


def norm_squared(kappa, energy, zeta):
    """Squared factor giving the regular solution unit energy normalization."""
    g, a0, b0 = first_coefficients(kappa, zeta)
    p = np.sqrt((abs(energy) - 1) * (abs(energy) + 1))
    nu = zeta * energy / p
    log_n = (2 * g * np.log(2 * p) + np.pi * nu
             + 2 * loggamma(g + 1 + 1j * nu).real
             - 2 * loggamma(2 * g + 1).real)
    start = a0**2 / abs(energy + 1) + b0**2 / abs(energy - 1)
    return np.exp(log_n) / (np.pi * p * start)


def dirac_radial(kappa, energy, zeta, r, terms=150):
    """Normalized regular P and Q at real or complex r, by power series."""
    g, a0, b0 = first_coefficients(kappa, zeta)
    a = a0 * np.ones_like(r)
    b = b0 * np.ones_like(r)
    sa, sb = a.copy(), b.copy()
    for n in range(1, terms):
        ra, rb = -(energy + 1) * b * r, (energy - 1) * a * r
        det = n * (n + 2 * g)
        a = ((g + n - kappa) * ra - zeta * rb) / det
        b = ((g + n + kappa) * rb + zeta * ra) / det
        sa += a
        sb += b
    scale = np.sqrt(norm_squared(kappa, energy, zeta)) * r**g
    return scale * sa, scale * sb


@lru_cache(maxsize=None)
def angular_squared(ka, kb, rank):
    """Squared reduced element of a spherical harmonic, for |kappa| values."""
    ja, jb = Rational(2 * ka - 1, 2), Rational(2 * kb - 1, 2)
    half = Rational(1, 2)
    return 4 * ka * kb * float(wigner_3j(ja, rank, jb, half, 0, -half))**2


GL_IN = np.polynomial.legendre.leggauss(50)
GL_OUT = np.polynomial.legendre.leggauss(120)


def pair_spectrum(pe, pp, zeta, kmax=5, gauge='velocity'):
    """Same quantity as born_spectrum, but to all orders in zeta.

    Beyond r = 3 the oscillating integral is turned into the upper half
    plane, where the outgoing photon function makes it decay.
    """
    ee, ep = np.hypot(1, pe), np.hypot(1, pp)
    k, radius = ee + ep, 3.0
    t = (GL_IN[0] + 1) / 2
    top = 36 / (k - pe - pp)
    y = top * (GL_OUT[0] + 1) / 2
    r_in = radius * t**2
    r = np.concatenate([r_in + 0j, radius + 1j * y])
    w = np.concatenate([GL_IN[1] * radius * t + 0j, 1j * GL_OUT[1] * top / 2])
    x = k * r
    bessel = []
    for rank in range(2 * kmax + 1):
        inner = jv(rank + 0.5, k * r_in)
        outer = hankel1(rank + 0.5, x[len(t):])
        bessel.append(np.sqrt(np.pi / (2 * x)) * np.concatenate([inner, outer]))
    kappas = [s * n for n in range(1, kmax + 1) for s in (-1, 1)]
    upper = {q: dirac_radial(q, ee, zeta, r) for q in kappas}
    lower = {q: dirac_radial(q, -ep, zeta, r) for q in kappas}
    total = 0.0
    for ki in kappas:
        pi, qi = upper[ki]
        li = ki if ki > 0 else -ki - 1
        for kj in kappas:
            pj, qj = lower[kj]
            lj = kj if kj > 0 else -kj - 1
            plus, minus = pi * qj + qi * pj, pi * qj - qi * pj
            dens = pi * pj + qi * qj
            first = max(1, abs(abs(ki) - abs(kj)))
            for rank in range(first, abs(ki) + abs(kj)):
                b0, b1 = bessel[rank], bessel[rank + 1]
                if (li + lj + rank) % 2:
                    f = (ki + kj) / (rank + 1) * b0 * plus
                elif gauge == 'velocity':
                    slope = (rank + 1) * b0 / x - b1
                    f = (-(ki - kj) / (rank + 1) * slope * plus
                         + rank * b0 / x * minus)
                else:
                    f = b0 * dens + b1 * ((ki - kj) / (rank + 1) * plus + minus)
                amp = np.sum(w * f).real
                ang = angular_squared(abs(ki), abs(kj), rank)
                total += (2 * rank + 1) * (rank + 1) / rank * ang * amp**2
    return 2 * np.pi**2 * ALPHA_FS / k * total


def sommerfeld(eta):
    return 2 * np.pi * eta / (-np.expm1(-2 * np.pi * eta))


def momentum(kinetic_ev):
    t = kinetic_ev / MC2
    return np.sqrt(t * (t + 2))


def speed(p):
    return p / np.hypot(1, p)


# ---------- tests ----------
# Normalization: carry the solution outward and read its far amplitude.
# Corrections fall as 1/r and are about 0.001 at r = 5000.
norm_error = 0.0
for kap, sign, z in ((-1, 1, 0.2), (1, -1, 0.2), (1, 1, 0.2), (-2, 1, -0.2)):
    p_far = 0.4
    en = sign * np.hypot(1, p_far)
    start = [f[0].real for f in dirac_radial(kap, en, z, np.array([1 + 0j]))]

    def rhs(r, f):
        return [-kap / r * f[0] - (en + 1 + z / r) * f[1],
                kap / r * f[1] + (en - 1 + z / r) * f[0]]

    far = solve_ivp(rhs, (1, 5000), start, method='DOP853',
                    rtol=1e-9, atol=1e-11).y[:, -1]
    amp2 = far[0]**2 / abs(en + 1) + far[1]**2 / abs(en - 1)
    norm_error = max(norm_error, abs(amp2 * np.pi * p_far - 1))
assert norm_error < 5e-3

# The slow s-wave limit of the Dirac normalization is the Sommerfeld factor.
slow_e = np.hypot(1, 0.01)
ratio_e = norm_squared(-1, slow_e, 0.01) / norm_squared(-1, slow_e, 0)
ratio_p = norm_squared(1, -slow_e, 0.01) / norm_squared(1, -slow_e, 0)
eta_slow = 0.01 / speed(0.01)
assert abs(ratio_e / sommerfeld(eta_slow) - 1) < 3e-3
assert abs(ratio_p / sommerfeld(-eta_slow) - 1) < 3e-3

# Born symmetry at one set of directions and after angular integration.
va, vb = np.array([[0.1, 0.2, 0.3]]), np.array([[-0.4, 0.1, 0.2]])
d1, d2 = born_density(va, vb)[0], born_density(vb, va)[0]
assert abs(d1 / d2 - 1) < 1e-10
b1, b2 = born_spectrum(0.3, 0.5, 1), born_spectrum(0.5, 0.3, 1)
assert abs(b1 / b2 - 1) < 1e-9

# Near threshold Born is proportional to p_e p_p (p_e^2+p_p^2).
coef = [born_spectrum(a, b, 1) / (ALPHA_FS * a * b * (a*a + b*b))
        for a, b in ((0.01, 0.03), (0.02, 0.02))]
assert abs(coef[0] / coef[1] - 1) < 5e-3

# Weak field: the mean over both signs of charge must equal Born, including
# absolute size; truncation and the next even order are below 0.002.
weak = 0.002
mean_weak = (pair_spectrum(0.3, 0.5, weak)
             + pair_spectrum(0.3, 0.5, -weak)) / 2
born_match = mean_weak / born_spectrum(0.3, 0.5, weak)
assert abs(born_match - 1) < 2e-3

# Threshold limit at fixed eta: the exponential accounts for ln R.
threshold = []
for s in (1.0, 0.3, 0.1):
    pa, pb, z = 0.1 * s, 0.2 * s, 0.1 * s
    log_full = np.log(pair_spectrum(pa, pb, z, 3) / pair_spectrum(pb, pa, z, 3))
    log_norm = 2 * np.pi * z * (1 / speed(pa) - 1 / speed(pb))
    threshold.append((z, log_norm, log_full))
misfit = [abs(f / n - 1) for _, n, f in threshold]
assert misfit[2] < 0.05 and misfit[2] < 0.5 * misfit[1]

# ---------- worked example ----------
Z, excess = 30, 100000.0
zeta = Z * ALPHA_FS
to_area = COMPTON**2
to_spec = to_area / MC2
p_slow, p_fast = momentum(0.25 * excess), momentum(0.75 * excess)
base = pair_spectrum(p_slow, p_fast, zeta)
length = pair_spectrum(p_slow, p_fast, zeta, gauge='length')
conj = pair_spectrum(p_fast, p_slow, -zeta)
bigger = pair_spectrum(p_slow, p_fast, zeta, 6)
assert abs(length / base - 1) < 1e-6
assert abs(conj / base - 1) < 1e-8
assert abs(bigger / base - 1) < 1e-3

print(f"electron rest energy = {MC2:.1f} eV")
print(f"model charge Z = {Z}, Z alpha = {zeta:.5f}")
print(f"photon energy = {2*MC2+excess:.1f} eV")
print(f"kinetic energy shared = {excess:.0f} eV")
print(f"reduced Compton length = {COMPTON:.6f} angstrom")
eta_s, eta_f = zeta / speed(p_slow), zeta / speed(p_fast)
print(f"25000 eV particle: v/c = {speed(p_slow):.4f}, eta = {eta_s:.4f}")
print(f"75000 eV particle: v/c = {speed(p_fast):.4f}, eta = {eta_f:.4f}")
print(f"S electron 25000 eV = {sommerfeld(eta_s):.4f}")
print(f"S positron 75000 eV = {sommerfeld(-eta_f):.4f}")
print(f"S electron 75000 eV = {sommerfeld(eta_f):.4f}")
print(f"S positron 25000 eV = {sommerfeld(-eta_s):.5f}")
print("spectra in angstrom^2/eV; shortcut = Born*S_e*S_p")
for share in (0.1, 0.25, 0.5, 0.75, 0.9):
    a, b = momentum((1 - share) * excess), momentum(share * excess)
    born = born_spectrum(a, b, zeta)
    full = pair_spectrum(a, b, zeta)
    short = born * sommerfeld(zeta/speed(a)) * sommerfeld(-zeta/speed(b))
    print(f"T_positron {share*excess:.0f} eV: Born {born*to_spec:.4e}, "
          f"all-order {full*to_spec:.4e}, shortcut {short*to_spec:.4e}")
print("R = (fast positron)/(fast electron), energies exchanged")
for share in (0.6, 0.75, 0.9):
    a, b = momentum((1 - share) * excess), momentum(share * excess)
    R = pair_spectrum(a, b, zeta) / pair_spectrum(b, a, zeta)
    expo = np.exp(2 * np.pi * zeta * (1 / speed(a) - 1 / speed(b)))
    assert R > 1
    print(f"fast share {share:.2f}: exponential {expo:.4f}, "
          f"R {R:.4f}, rho {R/expo:.4f}")


def moments(function, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    tp = excess * (nodes + 1) / 2
    val = np.array([function(momentum(excess - q), momentum(q), zeta)
                    for q in tp])
    area = np.sum(weights * val) * excess / 2 / MC2
    return area * to_area, np.sum(weights * val * tp) / np.sum(weights * val)


area_born, mean_born = moments(born_spectrum, 16)
area_full, mean_full = moments(pair_spectrum, 20)
area_check, mean_check = moments(pair_spectrum, 12)
assert abs(mean_full / mean_check - 1) < 2e-3
assert abs(area_full / area_check - 1) < 5e-3
assert mean_full > excess / 2
print(f"total Born cross section = {area_born:.4e} angstrom^2")
print(f"total all-order cross section = {area_full:.4e} angstrom^2")
print(f"mean positron energy, Born = {mean_born:.0f} eV")
print(f"mean positron energy, all-order = {mean_full:.0f} eV")
print(f"mean electron energy, all-order = {excess-mean_full:.0f} eV")
print("threshold limit, eta_e near 1 and eta_p near 0.5")
for z, n, f in threshold:
    print(f"Z alpha {z:.2f}: exponent {n:.4f}, ln R {f:.4f}, "
          f"ln rho {f-n:.4f}")
print(f"Born threshold coefficient = {coef[1]:.5f}")
print(f"weak-field all-order/Born = {born_match:.6f}")
print(f"largest far-amplitude error = {norm_error:.1e}")
print(f"gauge difference = {abs(length/base-1):.1e}")
print(f"charge-conjugation difference = {abs(conj/base-1):.1e}")
print(f"partial-wave change = {abs(bigger/base-1):.1e}")
print("verified")
```

Running it gives:

```
electron rest energy = 510999.0 eV
model charge Z = 30, Z alpha = 0.21892
photon energy = 1121997.9 eV
kinetic energy shared = 100000 eV
reduced Compton length = 0.003862 angstrom
25000 eV particle: v/c = 0.3018, eta = 0.7253
75000 eV particle: v/c = 0.4895, eta = 0.4472
S electron 25000 eV = 4.6054
S positron 75000 eV = 0.1800
S electron 75000 eV = 2.9901
S positron 25000 eV = 0.04832
spectra in angstrom^2/eV; shortcut = Born*S_e*S_p
T_positron 10000 eV: Born 6.0397e-17, all-order 3.9852e-18, shortcut 1.0384e-18
T_positron 25000 eV: Born 8.7368e-17, all-order 4.4608e-17, shortcut 1.2624e-17
T_positron 50000 eV: Born 1.0102e-16, all-order 1.3165e-16, shortcut 4.3066e-17
T_positron 75000 eV: Born 8.7368e-17, all-order 1.8872e-16, shortcut 7.2424e-17
T_positron 90000 eV: Born 6.0397e-17, all-order 2.0641e-16, shortcut 8.8146e-17
R = (fast positron)/(fast electron), energies exchanged
fast share 0.60: exponential 1.8125, R 1.6060, rho 0.8861
fast share 0.75: exponential 5.7370, R 4.2307, rho 0.7374
fast share 0.90: exponential 84.8849, R 51.7926, rho 0.6102
total Born cross section = 7.9243e-12 angstrom^2
total all-order cross section = 1.1724e-11 angstrom^2
mean positron energy, Born = 50000 eV
mean positron energy, all-order = 68093 eV
mean electron energy, all-order = 31907 eV
threshold limit, eta_e near 1 and eta_p near 0.5
Z alpha 0.10: exponent 3.1107, ln R 2.9814, ln rho -0.1293
Z alpha 0.03: exponent 3.1388, ln R 3.0996, ln rho -0.0392
Z alpha 0.01: exponent 3.1413, ln R 3.1282, ln rho -0.0131
Born threshold coefficient = 0.16654
weak-field all-order/Born = 0.999998
largest far-amplitude error = 9.3e-04
gauge difference = 3.7e-12
charge-conjugation difference = 2.2e-16
partial-wave change = 9.2e-05
verified
```
